# The Tsu-Esaki Tunnelling Current and Its Logarithmic Supply Function: a numerical check

```python
"""Tsu-Esaki current through a planar tunnel barrier.

Result under test:
  J = e m_t kT/(2 pi^2 hbar^3) * integral_0^inf dE_z T(E_z)
      * ln{[1+exp((mu-E_z)/kT)] / [1+exp((mu-eV-E_z)/kT)]}
valid when the transverse band is parabolic with one mass m_t in all layers.
E_z: energy of motion along z from the emitter band edge; T(E_z): flux
transmission; mu: emitter chemical potential; V: bias; k_t: transverse
wavevector. The emitter edge is 0, the collector edge is -eV.
Internal units: eV, nm, s, electron masses; currents in A/cm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import expit

HBAR = const.hbar / const.e                          # eV s
C = const.hbar**2 / const.m_e / const.e * 1e18       # hbar^2/m_e, eV nm^2
KB = const.k / const.e                               # eV/K
TO_A_CM2 = const.e * 1e14                            # flux nm^-2 s^-1 -> A/cm^2

MASS, HEAVY = 0.07, 0.10
HEIGHT, WIDTH = 0.3, 5.0
MU, TEMP, BIAS = 0.05, 300.0, 0.1
SLICES = 60
KT = KB * TEMP
PREFACTOR = TO_A_CM2 * MASS / (2 * np.pi**2 * C * HBAR)   # A/cm^2/eV^2


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1), half * w


def profile(bias, barrier_mz=MASS, barrier_mt=MASS):
    """Band edges, longitudinal and transverse masses; leads at both ends."""
    middle = (np.arange(SLICES) + 0.5) / SLICES
    edges = np.concatenate(([0.0], HEIGHT - bias * middle, [-bias]))
    mz = np.full(SLICES + 2, barrier_mz)
    mt = np.full(SLICES + 2, barrier_mt)
    mz[[0, -1]] = MASS
    mt[[0, -1]] = MASS
    return edges, mz, mt


def transmission(energy, k_t, layers):
    """Flux transmission at total energy and k_t, incident from first layer."""
    edges, mz, mt = layers
    step = WIDTH / SLICES

    def wavevector(i):
        along_z = energy - edges[i] - C * k_t**2 / (2 * mt[i])
        return np.sqrt(2 * mz[i] * (along_z + 0j) / C) + 1e-14

    k_in, k_out = wavevector(0), wavevector(-1)
    psi = np.ones_like(k_out)
    phi = 1j * k_out / mz[-1]                        # phi = psi'/m_z
    for i in range(SLICES, 0, -1):
        k = wavevector(i)
        cosine, sine = np.cos(k * step), np.sin(k * step)
        psi, phi = (psi * cosine - phi * mz[i] * sine / k,
                    phi * cosine + psi * k * sine / mz[i])
    incident = 0.5 * (psi + phi * mz[0] / (1j * k_in))
    return (k_out.real / mz[-1]) / (k_in.real / mz[0]) / np.abs(incident)**2


def tsu_esaki(bias, layers, temp=TEMP, lower=0.0):
    kt = KB * temp
    e_z, w = gauss(lower, MU + 40 * kt, 500)
    supply = (np.logaddexp(0, (MU - e_z) / kt)
              - np.logaddexp(0, (MU - bias - e_z) / kt))
    return PREFACTOR * kt * np.sum(w * transmission(e_z, 0.0, layers) * supply)


def injected_current(layers, chemical_potential):
    """Sum over incident k_z and k_t of one reservoir (first layer)."""
    edges, mz, mt = layers
    top = MU + 40 * KT
    start = max(0.0, edges[-1] - edges[0])           # other lead must be open
    k_low = np.sqrt(2 * mz[0] * start / C)
    k_high = np.sqrt(2 * mz[0] * (top - edges[0]) / C)
    kz, wz = gauss(k_low, k_high, 300)
    kt, wt = gauss(0.0, np.sqrt(2 * mt[0] * top / C), 80)
    kz, kt = kz[:, None], kt[None, :]
    energy = edges[0] + C * kz**2 / (2 * mz[0]) + C * kt**2 / (2 * mt[0])
    velocity = C * kz / (mz[0] * HBAR)               # nm/s
    occupied = expit((chemical_potential - energy) / KT)
    integrand = velocity * transmission(energy, kt, layers) * occupied
    integrand = integrand * 2 * (2 * np.pi * kt) / (2 * np.pi)**3
    return TO_A_CM2 * (wz @ integrand @ wt)


def direct_current(bias, layers):
    mirrored = tuple(a[::-1] for a in layers)
    forward = injected_current(layers, MU)
    backward = injected_current(mirrored, MU - bias)
    return forward, backward, forward - backward


def sheet_density(e_z, alpha=0.0):
    """Transverse k integral (nm^-2) for E_t(1+alpha E_t)=hbar^2 k^2/2m."""
    def integrand(k):
        parabolic = C * k**2 / (2 * MASS)
        e_t = 2 * parabolic / (1 + np.sqrt(1 + 4 * alpha * parabolic))
        return k / np.pi * expit((MU - e_z - e_t) / KT)
    return quad(integrand, 0, 2.5, epsabs=0, epsrel=1e-10, limit=300)[0]


# Transverse integral against the logarithm, degenerate to dilute
density_unit = MASS * KT / (np.pi * C)
for e_z in (0.0, 0.05, 0.3):
    formula = density_unit * np.logaddexp(0, (MU - e_z) / KT)
    assert np.isclose(sheet_density(e_z), formula, rtol=1e-7)

# Nonparabolic transverse band changes the supply in the dilute limit
ALPHA = 1.0
nonparabolic_ratio = sheet_density(0.3, ALPHA) / sheet_density(0.3)
assert np.isclose(nonparabolic_ratio, 1 + 2 * ALPHA * KT, rtol=1e-4)

# Sliced barrier against integration of the true linear ramp
equal = profile(BIAS)


def ramp_transmission(energy):
    k_in = np.sqrt(2 * MASS * energy / C)
    k_out = np.sqrt(2 * MASS * (energy + BIAS) / C)

    def slope(z, y):
        edge = HEIGHT - BIAS * z / WIDTH
        return [y[1], -2 * MASS * (energy - edge) / C * y[0]]
    end = solve_ivp(slope, (WIDTH, 0), [1 + 0j, 1j * k_out],
                    rtol=1e-9, atol=1e-11).y[:, -1]
    return k_out / k_in / abs(0.5 * (end[0] + end[1] / (1j * k_in)))**2


for energy in (0.02, 0.1, 0.4):
    sliced = transmission(energy, 0.0, equal)
    assert np.isclose(sliced, ramp_transmission(energy), rtol=1e-3)

# Equal transmission from both sides, also with unequal masses
heavy_z = profile(BIAS, HEAVY, MASS)
heavy_all = profile(BIAS, HEAVY, HEAVY)
for layers in (equal, heavy_all):
    mirrored = tuple(a[::-1] for a in layers)
    assert np.isclose(transmission(0.12, 0.2, layers),
                      transmission(0.12, 0.2, mirrored), rtol=1e-8)

# Full k-space current against the one-dimensional formula
forward, backward, direct = direct_current(BIAS, equal)
current = tsu_esaki(BIAS, equal)
assert np.isclose(direct, current, rtol=1e-4)
direct_heavy_z = direct_current(BIAS, heavy_z)[2]
current_heavy = tsu_esaki(BIAS, heavy_z)
assert np.isclose(direct_heavy_z, current_heavy, rtol=1e-4)

# Heavy transverse barrier mass: formula fails and gives too little
direct_heavy_all = direct_current(BIAS, heavy_all)[2]
assert np.isclose(tsu_esaki(BIAS, heavy_all), current_heavy, rtol=1e-10)
assert direct_heavy_all > 1.02 * current_heavy

# The cause: barrier lowered by E_t (1 - m/m_B) at fixed E_z
E_Z, E_T = 0.05, 0.05
k_t = np.sqrt(2 * MASS * E_T / C)
lowering = E_T * (1 - MASS / HEAVY)
shifted = heavy_all[0].copy()
shifted[1:-1] -= lowering
t_normal = transmission(E_Z, 0.0, heavy_all)
t_oblique = transmission(E_Z + E_T, k_t, heavy_all)
t_lowered = transmission(E_Z, 0.0, (shifted, heavy_all[1], heavy_all[2]))
assert np.isclose(t_oblique, t_lowered, rtol=1e-8)
assert t_oblique > t_normal

# Small-bias conductance: finite difference against integral of T f
nodes, weights = gauss(0.0, MU + 40 * KT, 500)
conductance = PREFACTOR * np.sum(
    weights * transmission(nodes, 0.0, profile(0.0)) * expit((MU - nodes) / KT))
small = 1e-4
assert np.isclose(tsu_esaki(small, profile(small)) / small, conductance, rtol=1e-3)

# Zero-temperature limit, bias smaller than mu so both parts contribute
cold_bias = 0.02
cold_layers = profile(cold_bias)
n1, w1 = gauss(0.0, MU - cold_bias, 200)
n2, w2 = gauss(MU - cold_bias, MU, 200)
cold = PREFACTOR * (
    cold_bias * np.sum(w1 * transmission(n1, 0.0, cold_layers))
    + np.sum(w2 * (MU - n2) * transmission(n2, 0.0, cold_layers)))
assert np.isclose(tsu_esaki(cold_bias, cold_layers, temp=2.0), cold, rtol=1e-3)

# Unit-step transmission gives the thermionic law
thermionic = PREFACTOR * KT * quad(
    lambda e: np.logaddexp(0, (MU - e) / KT), HEIGHT, HEIGHT + 40 * KT,
    epsabs=0, epsrel=1e-9)[0]
richardson = PREFACTOR * KB**2
assert np.isclose(thermionic, richardson * TEMP**2
                  * np.exp(-(HEIGHT - MU) / KT), rtol=1e-4)

print(f"lead mass = {MASS:.2f} m_e; heavy barrier mass = {HEAVY:.2f} m_e")
print(f"barrier height = {HEIGHT:.2f} eV; width = {WIDTH:.1f} nm")
print(f"mu = {MU:.3f} eV; temperature = {TEMP:.0f} K; kT = {KT:.6f} eV")
print(f"bias of main example = {BIAS:.2f} V")
print(f"e m/(2 pi^2 hbar^3) = {PREFACTOR:.5e} A/cm^2/eV^2")
print(f"same times kT = {PREFACTOR * KT:.5e} A/cm^2/eV")
print(f"m kT/(pi hbar^2) = {density_unit * 1e14:.5e} cm^-2")
print(f"supply density at E_z=mu = {sheet_density(MU) * 1e14:.5e} cm^-2")
print("E_z (eV), T, log factor, integrand of J (A/cm^2/eV):")
for e_z in (0.02, 0.05, 0.10, 0.15, 0.20, 0.25, 0.30, 0.40):
    t = transmission(e_z, 0.0, equal)
    log_factor = (np.logaddexp(0, (MU - e_z) / KT)
                  - np.logaddexp(0, (MU - BIAS - e_z) / KT))
    print(f"  {e_z:.2f}  {t:.4e}  {log_factor:.4e}  "
          f"{PREFACTOR * KT * t * log_factor:.4e}")
print(f"Tsu-Esaki J = {current:.5e} A/cm^2 = {current * 1e4:.5e} A/m^2")
print(f"k-space J from emitter = {forward:.5e} A/cm^2")
print(f"k-space J from collector = {backward:.5e} A/cm^2")
print(f"k-space net J = {direct:.5e} A/cm^2")
print(f"relative difference = {abs(direct / current - 1):.1e}")
share = tsu_esaki(BIAS, equal, lower=HEIGHT) / current
print(f"share of J with E_z above {HEIGHT:.2f} eV = {100 * share:.2f} percent")
for bias in (0.02, 0.05, 0.10, 0.20):
    print(f"J at {bias:.2f} V = {tsu_esaki(bias, profile(bias)):.4e} A/cm^2")
print(f"small-bias conductance = {conductance:.4e} S/cm^2")
print(f"zero-temperature J at {cold_bias:.2f} V = {cold:.4e} A/cm^2")
print(f"thermionic J, unit step at 0.30 eV = {thermionic:.4e} A/cm^2")
print(f"Richardson constant, lead mass = {richardson:.4f} A/cm^2/K^2")
print(f"Richardson constant, m_e = {richardson / MASS:.3f} A/cm^2/K^2")
print(f"heavy m_z only: formula J = {current_heavy:.5e} A/cm^2")
print(f"heavy m_z only: k-space J = {direct_heavy_z:.5e} A/cm^2")
print(f"heavy m_z and m_t: k-space J = {direct_heavy_all:.5e} A/cm^2")
print(f"ratio to formula = {direct_heavy_all / current_heavy:.4f}")
print(f"barrier lowering at E_t={E_T:.2f} eV = {lowering:.4f} eV")
print(f"heavy barrier, E_z={E_Z:.2f} eV: T at k_t=0 = {t_normal:.4e}")
print(f"heavy barrier, same E_z, E_t={E_T:.2f} eV: T = {t_oblique:.4e}")
print(f"nonparabolicity alpha = {ALPHA:.1f} 1/eV")
print(f"nonparabolic/parabolic supply at 0.30 eV = {nonparabolic_ratio:.5f}")
print("tests ok")
```

Output:

```
lead mass = 0.07 m_e; heavy barrier mass = 0.10 m_e
barrier height = 0.30 eV; width = 5.0 nm
mu = 0.050 eV; temperature = 300 K; kT = 0.025852 eV
bias of main example = 0.10 V
e m/(2 pi^2 hbar^3) = 1.13282e+09 A/cm^2/eV^2
same times kT = 2.92856e+07 A/cm^2/eV
m kT/(pi hbar^2) = 7.55944e+11 cm^-2
supply density at E_z=mu = 5.23980e+11 cm^-2
E_z (eV), T, log factor, integrand of J (A/cm^2/eV):
  0.02  3.0073e-03  1.3685e+00  1.2052e+05
  0.05  7.1506e-03  6.7247e-01  1.4082e+05
  0.10  1.9589e-02  1.3200e-01  7.5724e+04
  0.15  4.6337e-02  2.0245e-02  2.7472e+04
  0.20  1.0367e-01  2.9530e-03  8.9659e+03
  0.25  2.2157e-01  4.2744e-04  2.7736e+03
  0.30  4.3309e-01  6.1802e-05  7.8384e+02
  0.40  9.1824e-01  1.2915e-06  3.4729e+01
Tsu-Esaki J = 1.49717e+04 A/cm^2 = 1.49717e+08 A/m^2
k-space J from emitter = 1.54429e+04 A/cm^2
k-space J from collector = 4.71135e+02 A/cm^2
k-space net J = 1.49717e+04 A/cm^2
relative difference = 6.2e-08
share of J with E_z above 0.30 eV = 0.18 percent
J at 0.02 V = 3.3943e+03 A/cm^2
J at 0.05 V = 8.0110e+03 A/cm^2
J at 0.10 V = 1.4972e+04 A/cm^2
J at 0.20 V = 3.3228e+04 A/cm^2
small-bias conductance = 1.7332e+05 S/cm^2
zero-temperature J at 0.02 V = 1.1424e+03 A/cm^2
thermionic J, unit step at 0.30 eV = 4.7789e+01 A/cm^2
Richardson constant, lead mass = 8.4121 A/cm^2/K^2
Richardson constant, m_e = 120.173 A/cm^2/K^2
heavy m_z only: formula J = 5.28042e+03 A/cm^2
heavy m_z only: k-space J = 5.28042e+03 A/cm^2
heavy m_z and m_t: k-space J = 6.42073e+03 A/cm^2
ratio to formula = 1.2160
barrier lowering at E_t=0.05 eV = 0.0150 eV
heavy barrier, E_z=0.05 eV: T at k_t=0 = 2.4224e-03
heavy barrier, same E_z, E_t=0.05 eV: T = 3.2340e-03
nonparabolicity alpha = 1.0 1/eV
nonparabolic/parabolic supply at 0.30 eV = 1.05170
tests ok
```
